\section*{Orbital-Motion-Limited Charging of a Small Spherical Grain}

\section{What geometric collection predicts}

An uncharged grain in a plasma with equal electron and ion densities collects electrons faster than ions when, as here, the electrons move faster. If it emits no electrons itself, it charges negatively until the two rates agree. To find the charge one must know how many ions it collects, and the first guess is that it collects those whose straight paths meet its surface.

Take a grain of radius $a=1\,\mu\mathrm{m}$ in a plasma of density $n=10^9\,\mathrm{cm^{-3}}$, with electron temperature $T_e=3$ eV, ion temperature $T_i=0.03$ eV and singly charged ions of mass 40 u. These are round model parameters, and temperatures are energies throughout. While uncharged, the grain collects $3.64\times10^{9}$ electrons and $1.35\times10^{6}$ ions per second. If the ion rate kept this value and the electron rate fell by a Boltzmann factor $e^{-z}$, balance would require
\begin{equation}
z=\ln\frac{3.64\times10^{9}}{1.35\times10^{6}}\approx 7.9 ,
\end{equation}
where $-zT_e/e$ is the surface potential. The result derived below is $z=2.41$, so the guess overstates the charge by a factor of about 3.3. It fails because the negative grain bends ion paths towards itself and captures ions that would have passed far outside it.

\section{One particle, one energy}

Let the grain be a conducting sphere at rest, with potential $\phi(r)$ around it, $\phi(\infty)=0$ and $\phi(a)=\phi_s<0$. Every particle that touches the surface is absorbed. A particle of charge $q$ and mass $m$ has potential energy $U(r)=q\phi(r)$, with surface value $U_s=q\phi_s$. For ions $q=+e$ and $U_s<0$; for electrons $q=-e$ and $U_s>0$.

The particle starts far away with speed $v$ and impact parameter $b$. Without collisions and in a static central field, its energy $E=mv^2/2$ and angular momentum $L=mvb$ are conserved. The energy at radius $r$ is
\begin{equation}
E=\frac{m\dot r^2}{2}+\frac{L^2}{2mr^2}+U(r).
\end{equation}
Since $L^2/(2mr^2)=m v^2b^2/(2r^2)=E\,b^2/r^2$,
\begin{equation}
\frac{m\dot r^2}{2}=E\left(1-\frac{b^2}{r^2}\right)-U(r).
\label{radial}
\end{equation}

Suppose first that the last particle to be caught just grazes the surface, with $\dot r=0$ at $r=a$. Equation (\ref{radial}) then gives
\begin{equation}
b_c^2=a^2\left(1-\frac{U_s}{E}\right),\qquad
\sigma=\pi b_c^2=\pi a^2\left(1-\frac{U_s}{E}\right).
\label{sigma}
\end{equation}
For a repelled particle this holds when $E>U_s$; below that energy the surface cannot be reached and $\sigma=0$. The name orbital-motion-limited refers to this situation, in which angular momentum at the surface decides who is captured.

The signs are as they should be. An attracted particle has $U_s<0$ and a cross section above $\pi a^2$; a repelled one has a cross section below it. When $E\gg|U_s|$ the path is nearly straight and $\sigma\to\pi a^2$. For slow attracted particles $\sigma$ grows as $1/E$, as long as the grazing orbit exists.

Equation (\ref{sigma}) contains the surface potential but not the shape of $\phi(r)$. This was tested by integrating Newton's equations in a screened field,
\begin{equation}
U(r)=U_s\,\frac{a}{r}\,e^{-(r-a)/\lambda},
\label{yukawa}
\end{equation}
with $\lambda=5a$, and searching for the impact parameter that separates hits from misses. For $U_s=-3E$ the search gives $b_c/a=2.0000$, and the formula gives $\sqrt{1+3}=2$. For $U_s=+0.5E$ it gives $0.7071$, and the formula gives $\sqrt{1-0.5}=0.7071$.

\section{When the grazing orbit exists}

The step from (\ref{radial}) to (\ref{sigma}) assumed that the grazing particle can travel inwards as far as $r=a$. For that, the right side of (\ref{radial}) must stay positive on the whole way in, which means $b^2<r^2(1-U/E)$ at every $r>a$. The general critical impact parameter is therefore
\begin{equation}
b_c^2=\min_{r\ge a}\; r^2\left(1-\frac{U(r)}{E}\right),
\label{min}
\end{equation}
and (\ref{sigma}) follows when the minimum lies at the surface.

\emph{Repelled particles.} If $U>0$ falls monotonically with $r$ and $E>U_s$, both $r^2$ and $1-U/E$ are positive and increase outwards. The minimum is at $r=a$, and (\ref{sigma}) holds.

\emph{Attracted particles.} The value at $r$ must not be smaller than the value at $a$. Multiplying $r^2(1+|U|/E)\ge a^2(1+|U_s|/E)$ by $E$ and collecting terms gives
\begin{equation}
E\,(r^2-a^2)\;\ge\; a^2|U_s|-r^2|U(r)| .
\label{barrier}
\end{equation}
In a Coulomb field $|U|=|U_s|a/r$, and the right side is $a|U_s|(a-r)\le0$. The condition then holds at every energy.

In the screened field (\ref{yukawa}), $r^2|U|$ tends to zero at large $r$, so the right side of (\ref{barrier}) becomes positive there. Ions with energy below
\begin{equation}
E^*=\sup_{r>a}\frac{a^2|U_s|-r^2|U(r)|}{r^2-a^2}
\label{threshold}
\end{equation}
violate the condition. Some of those that could have grazed the surface are turned back farther out by the centrifugal term. For any finite $\lambda$ this threshold is positive, so in a Yukawa field the orbital-motion-limited ion current is an approximation. Its quality depends on how many ions lie below $E^*$.

A strong case shows the effect. With $\lambda=a$ and $U_s=-50E$, trajectories give $b_c/a=5.09$. The minimum (\ref{min}) agrees and lies at $r=3.9a$, well outside the grain. Equation (\ref{sigma}) would give $\sqrt{51}=7.14$. The true capture area is $(5.09/7.14)^2\approx0.51$ of the grazing value.

\section{From one energy to a Maxwellian}

Now let the distant plasma be isotropic and Maxwellian, with
\begin{equation}
f(v)=n\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha v^2},\qquad \alpha=\frac{m}{2T}.
\end{equation}
A beam of density $dn$ and speed $v$ delivers $v\sigma\,dn$ particles per unit time, whatever its direction, because the grain is a sphere. Summing over the distribution,
\begin{equation}
R=\int_0^\infty v\,\sigma(v)\,f(v)\,4\pi v^2\,dv .
\label{rate}
\end{equation}

\subsection{Ions}

For ions $U_s/E=-2|U_s|/(mv^2)$. Because $m=2\alpha T$, this is $-|U_s|/(\alpha T v^2)$, and all speeds contribute:
\begin{align}
R_i&=4\pi^2a^2n\left(\frac{\alpha}{\pi}\right)^{3/2}
\int_0^\infty\left(v^3+\frac{|U_s|}{\alpha T_i}\,v\right)e^{-\alpha v^2}dv\nonumber\\
&=4\pi^2a^2n\left(\frac{\alpha}{\pi}\right)^{3/2}
\left(\frac{1}{2\alpha^2}+\frac{|U_s|}{\alpha T_i}\,\frac{1}{2\alpha}\right)\nonumber\\
&=2\sqrt{\pi}\,a^2n\,\alpha^{-1/2}\left(1+\frac{|U_s|}{T_i}\right).
\end{align}
With $\alpha^{-1/2}=\sqrt{2T_i/m_i}$ the prefactor is $2\sqrt{2\pi}\,a^2n\sqrt{T_i/m_i}$, which is the same as $4\pi a^2n\sqrt{T_i/2\pi m_i}$. Since $|U_s|=-e\phi_s$,
\begin{equation}
R_i=4\pi a^2n\sqrt{\frac{T_i}{2\pi m_i}}\left(1-\frac{e\phi_s}{T_i}\right).
\label{ri}
\end{equation}

\subsection{Electrons}

Electrons need $v>v_0$, where $v_0^2=2U_s/m_e$, and their cross section is $\pi a^2(1-v_0^2/v^2)$. With $s=v^2-v_0^2$ and $v\,dv=ds/2$,
\begin{equation}
\int_{v_0}^\infty (v^2-v_0^2)\,v\,e^{-\alpha v^2}dv
=\frac{e^{-\alpha v_0^2}}{2}\int_0^\infty s\,e^{-\alpha s}ds
=\frac{e^{-\alpha v_0^2}}{2\alpha^2}.
\end{equation}
Here $\alpha v_0^2=U_s/T_e=-e\phi_s/T_e$. The prefactor is the same as before, so
\begin{equation}
R_e=4\pi a^2n\sqrt{\frac{T_e}{2\pi m_e}}\;e^{e\phi_s/T_e}.
\label{re}
\end{equation}

For $\phi_s\to0$ both rates reduce to the surface area times the thermal flux $n\sqrt{T/2\pi m}$. For small $|\phi_s|$ both change linearly, with relative changes $|U_s|/T_i$ upwards and $U_s/T_e$ downwards. At larger $|\phi_s|$ they differ in kind: repulsion removes the slow particles and narrows the target for the rest, which together give an exponential, while attraction widens the target by an amount linear in $|U_s|$.

\subsection{The same rates counted at the surface}

The rates can be found without impact parameters. By Liouville's theorem $f$ is constant along a trajectory. At the surface, a particle of speed $w$ had $v^2=w^2+2U_s/m$ far away, so incoming particles there have
\begin{equation}
f_s=n\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha w^2-U_s/T}.
\end{equation}
If every inward direction connects to the distant plasma, the flux per unit area is
\begin{equation}
J=\int\! dw\,w^3f_s\int_0^{\pi/2}\!2\pi\cos\theta\sin\theta\,d\theta
=\pi\int dw\,w^3f_s .
\end{equation}
Electrons arrive with any $w\ge0$. Since $\int_0^\infty w^3e^{-\alpha w^2}dw=1/(2\alpha^2)$, multiplying $J$ by $4\pi a^2$ gives (\ref{re}). Ions have fallen through the potential and arrive with $w^2\ge w_0^2=2|U_s|/m_i$. With $s=w^2-w_0^2$ and $\alpha w_0^2=|U_s|/T_i$,
\begin{equation}
\int_{w_0}^\infty w^3e^{-\alpha(w^2-w_0^2)}dw
=\frac12\int_0^\infty(s+w_0^2)e^{-\alpha s}ds
=\frac{1}{2\alpha^2}\left(1+\frac{|U_s|}{T_i}\right),
\end{equation}
which gives (\ref{ri}). The condition on inward directions is the no-barrier condition in another form. Numerical quadrature of both integrals was tested against the closed forms for five values of $U_s/T$ between $-240$ and $2.5$, with agreement to a relative $10^{-7}$.

\section{The floating potential}

An isolated grain that emits no electrons settles where $R_i=R_e$. Write $z=-e\phi_s/T_e$ and $\theta=T_i/T_e$, so that $-e\phi_s/T_i=z/\theta$. Cancelling the common factors,
\begin{equation}
\sqrt{\frac{T_i}{m_i}}\left(1+\frac{z}{\theta}\right)=\sqrt{\frac{T_e}{m_e}}\,e^{-z}
\quad\Longrightarrow\quad
\left(1+\frac{z}{\theta}\right)e^{z}=\sqrt{\frac{m_i}{m_e\theta}} .
\end{equation}
The left side rises steadily from 1 at $z=0$, so there is one positive root if $m_i>m_e\theta$. Multiplying by $\theta e^{\theta}$ puts $z+\theta$ in both places:
\begin{equation}
(z+\theta)\,e^{z+\theta}=\sqrt{\frac{m_i\theta}{m_e}}\;e^{\theta}.
\end{equation}
The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$. Hence
\begin{equation}
z=W\!\left(\sqrt{\frac{m_iT_i}{m_eT_e}}\;e^{T_i/T_e}\right)-\frac{T_i}{T_e}.
\label{z}
\end{equation}
The grain radius and the density have dropped out. In units of $T_e/e$, the potential depends only on the mass ratio and the temperature ratio.

For ions of 40 u, (\ref{z}) gives $z=3.99$, $3.24$ and $2.41$ at $T_i/T_e=1$, $0.1$ and $0.01$. Each value was tested against a root of the numerically integrated currents. Over this range colder ions leave the grain less negative, and the reason can be read from (\ref{ri}). At fixed $\phi_s$ the ion rate is proportional to
\begin{equation}
\sqrt{T_i}\left(1+\frac{zT_e}{T_i}\right)=\sqrt{T_i}+\frac{zT_e}{\sqrt{T_i}},
\end{equation}
which increases as $T_i$ falls, provided $T_i<zT_e$. The wider capture area outweighs the lower speed.

Carried to $T_i\to0$, equation (\ref{z}) gives $z\to0$, an uncharged grain. This limit should not be trusted. For a fixed screened potential the threshold $E^*$ is fixed, so cooling the ions moves more of them below it, and (\ref{ri}) then overstates their current.

\section{From potential to charge}

In Gaussian units the charge follows from the surface field, $Q=-a^2\phi'(a)$. For the screened potential $\phi'(a)=-\phi_s(1/a+1/\lambda)$, so
\begin{equation}
Q=a\phi_s\left(1+\frac{a}{\lambda}\right)\;\longrightarrow\; a\phi_s
\qquad (a\ll\lambda).
\end{equation}
In this limit the number of elementary charges is $Q/e=-z\,aT_e/e^2$, proportional to the radius and, at fixed $\theta$, to the electron temperature.

\section{Reading the numbers for the 1 $\mu$m grain}

With $m_i/m_e=7.29\times10^4$ and $\theta=0.01$, the argument of $W$ is $\sqrt{729}\,e^{0.01}\approx27.3$, and $z=2.41$. The surface potential is
\begin{equation}
\phi_s=-\frac{zT_e}{e}=-2.41\times3\ \mathrm{V}=-7.23\ \mathrm{V},
\end{equation}
or $-0.0241$ statV.

With $e^2/(aT_e)=4.80\times10^{-4}$, the charge is
\begin{equation}
\frac{Q}{e}=-\frac{2.41}{4.80\times10^{-4}}\approx-5.0\times10^{3}.
\end{equation}
Equal electron and ion densities were assumed. With 5000 electrons on each grain, this requires a grain density far below $10^9/5000=2\times10^5\,\mathrm{cm^{-3}}$.

The rates balance as follows. Electrons are reduced by $e^{-2.41}=0.0897$, from $3.64\times10^9$ to $3.27\times10^8\,\mathrm{s^{-1}}$. Ions are enhanced by $1+2.41/0.01=242$, from $1.35\times10^6$ to the same $3.27\times10^8\,\mathrm{s^{-1}}$. An ion of energy $T_i$ is caught from as far as $a\sqrt{242}=15.6\,\mu$m off axis. Almost all the ion current is thus due to focusing. For (\ref{ri}) to apply, the ions must therefore cross a region much larger than the grain without a collision, since a collision there can change both $E$ and $L$. The demand is strict. An ion that exchanges charge with a cold neutral where $|U|>T_i$ is left trapped and can fall onto the grain. In the screened field used below that region has radius $R\approx58\,\mu$m, and a rough rate of such events is $\frac{4\pi}{3}R^3n\bar v_i/\ell$, with $\bar v_i=\sqrt{8T_i/\pi m_i}$ and mean free path $\ell$. This equals the rate (\ref{ri}) at $\ell\approx1$ mm, many screening lengths, which corresponds to a few pascals of gas for a cross section of order $10^{-14}\,\mathrm{cm^2}$. The value $z=2.41$ needs $\ell$ well above this. When $\ell$ is comparable to it, the extra ion current leaves the grain less negative.

\subsection{Do barriers matter here?}

The linearized screening length, from $\lambda^{-2}=4\pi ne^2(1/T_e+1/T_i)$, is $40.5\,\mu$m, so $a/\lambda=0.025$. Near the grain $|U_s|/T_i=241$, far from linear response, so the Yukawa field serves here as an estimate and not as a self-consistent potential. In it, $E^*=0.0022\,T_i$. Very few ions are that slow, and using (\ref{min}) at every energy lowers the ion current by about $0.1\%$ relative to (\ref{ri}). In the same estimate the factor $1+a/\lambda$ raises the charge by $2.5\%$, a larger correction. These figures rest on the linearized screening length and give only the order of magnitude. Solving Poisson's equation with collisionless ions and Boltzmann electrons at the same surface potential gives about $0.01\%$ for the current and $1.3\%$ for the charge.

In a Yukawa field with $a=\lambda$ and the same $z$ and $\theta$, the threshold is $E^*\approx21\,T_i$, above nearly the whole Maxwellian. The ion current is then $0.17$ of the value (\ref{ri}). This shows what a sharply screened field does, but it overstates the effect for a grain in this plasma. In a deep well the density of collisionless ions grows only about as $\sqrt{|U|/T_i}$, so screening is weaker than the linear estimate, and absorption of ions leaves a tail falling as $1/r^2$. The self-consistent collisionless solution for $a=\lambda$ gives $E^*\approx0.3\,T_i$ and an ion current $0.94$ of (\ref{ri}). A reduced ion current makes the grain float at a larger $z$ than (\ref{z}) states, because fewer ions must be balanced by fewer electrons. In such a screened field, (\ref{ri}) and (\ref{z}) therefore require that few ions lie below $E^*$. A grain small compared with the screening length helps, but since $E^*$ is proportional to $|U_s|$, this alone is not enough when $|U_s|/T_i$ is very large.

\section{Approach to the floating charge}

While the grain charges, $dQ/dt=e(R_i-R_e)$. With $Q=-aT_ez/e$,
\begin{equation}
\frac{dz}{dt}=\frac{e^2}{aT_e}\,\bigl[R_e(z)-R_i(z)\bigr].
\label{charging}
\end{equation}
Let $z_0$ be the floating value and $R_0$ the common rate there. From (\ref{re}), $dR_e/dz=-R_0$. From (\ref{ri}), $R_i\propto1+z/\theta$, so
\begin{equation}
\frac{dR_i}{dz}=\frac{R_0/\theta}{1+z_0/\theta}=\frac{R_0}{z_0+\theta}.
\end{equation}
A small deviation therefore decays as $e^{-\nu t}$ with
\begin{equation}
\nu=\frac{e^2R_0}{aT_e}\left(1+\frac{1}{z_0+\theta}\right).
\end{equation}
Both terms are positive, so the floating state is stable: a grain that is too negative repels more electrons and draws in more ions. Since $R_0\propto a^2n$, the relaxation time $1/\nu$ varies as $1/(an)$ at fixed temperatures, and small grains charge slowly.

For the example,
\begin{equation}
\nu=4.80\times10^{-4}\times3.27\times10^{8}\times1.413\ \mathrm{s^{-1}}
\approx2.2\times10^{5}\ \mathrm{s^{-1}},
\end{equation}
so $1/\nu=4.5\,\mu$s. Integrating (\ref{charging}) from a small displacement tested this rate to within a relative $10^{-3}$.

Starting from zero charge, the grain reaches $90\%$ of its final charge in $7.2\,\mu$s. A pure exponential would need $4.5\ln10\approx10.4\,\mu$s. The difference follows from the shape of the rates. $R_e$ is convex in $z$ and $R_i$ is linear, so $R_e-R_i$ lies above its tangent at $z_0$, and charging from below is faster than the linear law.

Using static rates in (\ref{charging}) requires the potential to change little while an ion crosses the screening region. A thermal estimate of that time is $\lambda/\sqrt{T_i/m_i}=0.15\,\mu$s, some 30 times less than $1/\nu$. At the very start the margin is smaller: $z$ then grows at $4.80\times10^{-4}\times3.64\times10^{9}\approx1.7\times10^{6}\,\mathrm{s^{-1}}$, and its first unit takes about $1.0\,\mu$s. The early part of the charging curve is therefore less certain than the final relaxation. The floating potential is unaffected, because it is a steady state.

\section*{Computed values}
\begin{verbatim}
TRAJECTORY TESTS (E = 1, a = 1, Yukawa field)
attracted U_s=-3, lam=5: b_c/a = 2.00000
  OML formula: 2.00000
repelled U_s=+0.5, lam=5: b_c/a = 0.70711
  OML formula: 0.70711
barrier case U_s=-50, lam=1: b_c/a = 5.09287
  minimum over r: 5.09287
  radius of that minimum r/a = 3.925
  OML formula (fails here): 7.14143
WORKED EXAMPLE INPUTS
grain radius = 1.00 um
plasma density = 1.00e+09 cm^-3
T_e = 3.00 eV, T_i = 0.030 eV
ion mass = 40.0 u
mass ratio m_i/m_e = 72915.5
FLOATING GRAIN
Lambert argument = 27.2743
z = -e phi_s/T_e = 2.4115
surface potential = -0.072 V
surface potential = -0.02413 statV
charge Q = a phi_s = -2.4132e-06 statC
charge number Q/e = -5024
Q/e with factor 1+a/lam = -5148
uncharged-grain electron rate = 3.6416e+09 s^-1
uncharged-grain ion rate = 1.3486e+06 s^-1
electron Boltzmann factor = 0.08968
ion focusing factor = 242.15
balanced electron rate = 3.2657e+08 s^-1
balanced ion rate = 3.2657e+08 s^-1
ion capture radius at E = T_i: 15.56 um
SCREENING AND BARRIERS
electron Debye length = 407.2 um
ion Debye length = 40.72 um
linearized screening length = 40.52 um
a/lam = 0.02468
barrier threshold E*/T_i = 0.00221
ion current / OML, this grain = 0.99905
E*/T_i for a = lam, same z = 21.29
ion current / OML for a = lam, same z = 0.165
CHARGING IN TIME
e^2/(a T_e) = 4.7999e-04
relaxation rate nu = 2.2148e+05 s^-1
relaxation time 1/nu = 4.515 us
nonlinear decay exponent over 1/nu = 0.99995
time from zero to 90% charge = 7.211 us
ion transit time lam/sqrt(T_i/m_i) = 0.151 us
TEMPERATURE RATIO, same ion mass
T_i/T_e = 1.00: z = 3.9909
T_i/T_e = 0.10: z = 3.2410
T_i/T_e = 0.01: z = 2.4115
\end{verbatim}
